\section*{Interstitial Migration Barriers with the Climbing-Image Nudged Elastic Band}

\section{The decision and the acceptance rule}

After ion implantation, an annealing temperature has to be chosen at which interstitials move within the available time. For a classical, thermally activated hop with barrier $E_m\gg k_BT$, the rate is $\Gamma=\nu_0e^{-E_m/k_BT}$. If the barrier is underestimated by $\delta$ at fixed prefactor $\nu_0$, the predicted rate is too large by the factor $e^{\delta/k_BT}$. An error as large as $k_BT$ therefore already changes the predicted time by a factor $e$.

Let $E(R)$ be the energy of the crystal with one interstitial in a fixed cell, on one electronic state that stays separated from the others by a gap. The vector $R$ collects all atomic coordinates. Let $R_i$ and $R_f$ be relaxed minima before and after the hop, and $R_s$ the saddle between them. The static barrier is
\begin{equation}
E_m=E(R_s)-E(R_i).
\end{equation}
A candidate $R_s$ is accepted when three conditions hold: the force vanishes within tolerance; the Hessian, with rigid translations removed, has one negative eigenvalue; and descent to the two sides reaches $R_i$ and $R_f$. These conditions establish a saddle of this hop. They do not exclude a lower saddle on another route.

\section{Energy and forces}

The scheme needs $E$ and its gradient. The example uses an orthonormal orbital basis with Hamiltonian matrix $h(R)$, doubly filled levels and classical terms:
\begin{equation}
E=2\operatorname{Tr}(\rho h)+E_{\rm spring}+E_{\rm rep},\qquad
\rho=\sum_{n\,\rm filled}c_nc_n^T .
\end{equation}
The gradient of the first term does not require $d\rho$. To see this, differentiate $\rho^2=\rho$:
\begin{equation}
(d\rho)\rho+\rho\,d\rho=d\rho .
\end{equation}
Multiplying by $\rho$ on both sides gives $2\rho\,d\rho\,\rho=\rho\,d\rho\,\rho$, so this block is zero. With $q=1-\rho$ and $\rho q=0$, multiplying by $q$ on both sides gives $q\,d\rho\,q=0$. Since $h$ commutes with $\rho$, it has the form $h=\rho h\rho+qhq$, and cyclic permutation gives
\begin{equation}
\operatorname{Tr}(h\,d\rho)=\operatorname{Tr}(h\,\rho\,d\rho\,\rho)
+\operatorname{Tr}(h\,q\,d\rho\,q)=0 .
\end{equation}
With $P=2\rho$ the gradient is
\begin{equation}
\nabla E=\operatorname{Tr}(P\,\nabla h)+\nabla E_{\rm spring}+\nabla E_{\rm rep}.
\end{equation}
Degenerate filled levels cause no difficulty, because only their joint projector enters. The gap between filled and empty levels is needed to keep $\rho$ differentiable. A bond element $h_{ab}(r)$ occurs twice in the symmetric matrix, so it contributes $2P_{ab}\,dh_{ab}/dr$ to the derivative with respect to $r$.

\section{From a path to a band}

Let $F=-\nabla E$, and let $\tau$ be the unit tangent of a path in unweighted Cartesian coordinates. A minimum-energy path follows steepest descent from the saddle, so its force is parallel to $\tau$:
\begin{equation}
F_\perp=F-(F\cdot\tau)\tau=0 .
\end{equation}
The path is represented by images $R_0=R_i,R_1,\ldots,R_{N+1}=R_f$ with fixed ends. If the full force acted, the images would slide into the minima. Its parallel part is therefore replaced by a spring force that controls the spacing:
\begin{equation}
F_j^{\rm band}=F_{\perp,j}
+k\left(|R_{j+1}-R_j|-|R_j-R_{j-1}|\right)\tau_j .
\end{equation}
The springs must have no transverse part. For spacing $\ell$ along a smooth curve $R(s)$, a full spring force would be
\begin{equation}
k(R_{j+1}+R_{j-1}-2R_j)=k\ell^2R''(s)+O(\ell^4),
\end{equation}
which points to the inside of a bend and would pull the band off the path. At convergence the two parts of $F^{\rm band}$ vanish separately, because they are orthogonal. The plain band then has equal spacing and zero $F_\perp$.

\subsection{Choice of tangent}

The tangent is taken towards the neighbour of higher energy. The reason appears on a straight uphill path along $x$ with slope $g>0$, transverse stiffness $C$ and small transverse displacements $y_j$. To first order $\tau=(1,\theta_j)$ and $F=(-g,-Cy_j)$, so $F\cdot\tau=-g$ and
\begin{equation}
F_{\perp,y}=-Cy_j+g\theta_j .
\end{equation}
Under the relaxation $\dot y_j=F_{\perp,y}$, three choices of $\theta_j$ behave differently:
\begin{itemize}
\item Towards the higher neighbour, $\theta_j=(y_{j+1}-y_j)/\ell$. The linear system is triangular, with all eigenvalues equal to $-C-g/\ell$. It is damped.
\item Towards the lower neighbour, $\theta_j=(y_j-y_{j-1})/\ell$. The eigenvalues are $-C+g/\ell$, and the band kinks if $g/\ell>C$.
\item With central differences, $\theta_j=(y_{j+1}-y_{j-1})/2\ell$ adds an antisymmetric matrix to $-C$. The eigenvalues have real part $-C$ and in general an imaginary part, so the relaxation oscillates.
\end{itemize}

At an image whose energy is a local maximum or minimum of the chain, a sudden switch is avoided by weighting. With $\Delta_{\max}$ and $\Delta_{\min}$ the larger and smaller of $|E_{j\pm1}-E_j|$,
\begin{equation}
\tau_j\propto
\begin{cases}
\Delta_{\max}(R_{j+1}-R_j)+\Delta_{\min}(R_j-R_{j-1}), & E_{j+1}>E_{j-1},\\
\Delta_{\min}(R_{j+1}-R_j)+\Delta_{\max}(R_j-R_{j-1}), & \text{otherwise}.
\end{cases}
\end{equation}
The result is normalized. If three successive energies are equal, both weights vanish and an implementation needs a fallback, such as the central difference.

\section{The climbing image}

A plain band need not place an image on the saddle. If the highest image lies a path distance $s$ away, and the curvature along the path there is $-\alpha$, the barrier is too low by
\begin{equation}
\delta=\tfrac12\alpha s^2+O(s^3).
\label{eq:deficit}
\end{equation}
The highest image is therefore freed from its springs and its parallel force is reversed:
\begin{equation}
F_c=F-2(F\cdot\tau)\tau=AF,\qquad A=1-2\tau\tau^T .
\end{equation}
Since $\tau^T\tau=1$,
\begin{equation}
A^2=1-4\tau\tau^T+4\tau(\tau^T\tau)\tau^T=1 .
\end{equation}
Thus $A$ is invertible, and $F_c=0$ holds if and only if $F=0$. An error in the tangent does not shift the stationary point. Once the climber has converged to a given saddle, its energy does not depend on the spring constant or the number of images. Those choices can still decide which saddle is reached.

\subsection{Local stability}

Near a stationary point, $F=-H\,\delta R$ with Hessian $H$. The change of $A$ multiplies $F$, which is itself of first order, so it drops out of the linear equation. The movement of neighbouring images drops out for the same reason:
\begin{equation}
\dot{\delta R}=-AH\,\delta R .
\end{equation}
If $\tau$ is the unstable eigenvector, $A$ changes the sign of the one negative eigenvalue and leaves the others unchanged. All internal displacements then decay.

The tolerance for a misaligned tangent can be found in two dimensions. Let $H=\operatorname{diag}(-\alpha,\beta)$ with $\alpha,\beta>0$, and $\tau=(c,s)$ with $c^2+s^2=1$. Using $1-2s^2=2c^2-1$,
\begin{equation}
AH=\begin{pmatrix}\alpha(2c^2-1)&-2cs\beta\\
2cs\alpha&\beta(2c^2-1)\end{pmatrix}.
\end{equation}
Its trace and determinant are
\begin{align}
\operatorname{Tr}(AH)&=(\alpha+\beta)(2c^2-1),\\
\det(AH)&=\alpha\beta\left[(2c^2-1)^2+4c^2(1-c^2)\right]=\alpha\beta .
\end{align}
The determinant is positive, so both eigenvalues have positive real part precisely when the trace is positive, that is, when $c^2>1/2$. The tangent must lie within $45^\circ$ of the unstable direction. In more dimensions this is guidance, and the spectrum of $AH$ for the actual tangent decides.

\section{Vibrations at the saddle}

With the diagonal mass matrix $M$, small motions obey $M\ddot q=-Hq$. Setting $w=M^{1/2}q$ and multiplying by $M^{-1/2}$ gives
\begin{equation}
\ddot w=-Dw,\qquad D=M^{-1/2}HM^{-1/2}.
\end{equation}
An eigenvalue $\lambda>0$ gives the frequency $\nu=\sqrt\lambda/2\pi$. For $\lambda<0$ the motion contains $e^{\pm\sqrt{|\lambda|}t}$, and the result is written as the imaginary frequency $i\sqrt{|\lambda|}/2\pi$.

The number of negative eigenvalues does not depend on the masses. Indeed $w^TDw=q^THq$, and $q\mapsto w$ is invertible, so the largest dimension of a subspace on which the quadratic form is negative is the same for $H$ and $D$. That dimension is the number of negative eigenvalues. The frequencies and mode shapes do depend on the masses, so the unstable vibration is in general not the tangent of the unweighted path.

A rigid translation costs no energy in a periodic cell. In the variable $w$ it has components proportional to $\sqrt{m_a}$ along one axis. These vectors are projected out before diagonalization; otherwise numerical noise can turn a zero eigenvalue into a spurious negative one.

If $H$ is obtained from central differences of forces, a force noise $\eta$ and a third derivative of the gradient of size $T$ give an error estimate $\eta/h+Th^2/6$ for step $h$. Setting its derivative $-\eta/h^2+Th/3$ to zero gives $h=(3\eta/T)^{1/3}$. Poorly converged electronic forces therefore call for a larger step and leave a larger error. A small negative eigenvalue should be rechecked with other steps and tighter forces.

\section{Pseudocode, step size and cost}

\begin{verbatim}
relax R_i and R_f; keep atom labels consistent
remove the mean displacement; interpolate N images
climber = none
for stage in (plain, climbing):
    repeat:
        compute E and F for all moving images
        compute upwind tangents
        for each moving image j:
            if j == climber: G[j] = F - 2(F.tau)tau
            else: G[j] = F - (F.tau)tau + spring*tau
        stop if max|G| < tolerance of this stage
        move all images by damped dynamics using G
    if stage is plain: climber = highest image
check the true force at the climber
build H; remove translations; count negative modes
descend from both sides; compare with R_i and R_f
\end{verbatim}

The climber is chosen once, after the plain stage. If two images are nearly equal in energy, choosing again at every step could make the role jump between them.

For a mode of stiffness $\kappa$ and unit fictitious mass, undamped stepping with time step $\Delta t$ gives
\begin{equation}
x_{n+1}-(2-\kappa\Delta t^2)x_n+x_{n-1}=0 .
\end{equation}
With $x_n\propto z^n$ the two roots have product 1 and sum $2-\kappa\Delta t^2$. They are a complex pair on the unit circle if $0<\kappa\Delta t^2<4$, so the stiffest mode sets the scale $\Delta t<2/\sqrt{\kappa_{\max}}$. Damping makes the oscillation decay, but it can tighten this limit: if the old velocity is multiplied by a factor $c$ with $0\le c<1$ in each step, the condition becomes $0<\kappa\Delta t^2<2(1+c)$. For the climber, $\kappa$ is an eigenvalue of $AH$, which can be complex because $AH$ is not symmetric in general. Without damping the two roots $z$ still have product 1, but their sum is then not real, so they cannot both lie on the unit circle. One root lies outside it, and undamped motion grows at any step size; damping is then essential. The bound $2(1+c)$ applies only to real $\kappa$. For complex $\kappa$ with positive real part and $c<1$, the roots for small steps are $z\approx c$ and $z\approx1-\kappa\Delta t^2/(1-c)$, so a small enough step is stable, but with weak damping it may have to be much smaller than that bound suggests. The example resets the velocity and halves the step when the force opposes the motion.

Each band iteration costs $N$ force calculations, which can run in parallel. A central-difference Hessian costs two per coordinate. The example took 55 and 72 updates in the two stages. Including the final evaluation of each stage, six moving images required $6(56+73)=774$ force calculations. One Hessian for 37 atoms in the plane required $2\times74=148$.

\section{Worked example}

The example is a planar model with round parameters and does not represent a named material. Cations and anions alternate on a square lattice with spacing $a=3.0$~\AA; the periodic cell holds 36 host atoms. Each has one orbital, at $+3$~eV on cations and $-3$~eV on anions. The interstitial orbital is at 0~eV. The lowest 18 levels are doubly filled, which leaves the interstitial level empty. One k-point is used, without charge self-consistency.

Neighbouring host atoms have $h_{ab}=-t_he^{-\gamma(r-a)}$, with $t_h=1.0$~eV and $\gamma=1.0$~\AA$^{-1}$. Springs $\frac12k_1(r-a)^2$ and $\frac12k_2(r-\sqrt2a)^2$ join first and second neighbours, with $k_1=6.0$ and $k_2=3.0$~eV/\AA$^2$. Between the interstitial and a host atom,
\begin{align}
h(r)&=-t_de^{-\gamma(r-r_0)}f(r),\\
V(r)&=Be^{-(r-r_0)/b}f(r),\qquad f(r)=(1-r^2/r_c^2)^3,
\end{align}
with both terms zero beyond $r_c=8.0$~\AA. Here $t_d=0.5$~eV, $r_0=2.0$~\AA, $b=0.3$~\AA, and $B=0.4$~eV for cations or 0.2~eV for anions. The masses are 40, 60 and 10~u for cation, anion and interstitial. The band spring is $k=3.0$~eV/\AA$^2$.

\subsection{Barrier and path}

The interstitial moves between the centres of two adjacent squares, from $x=-1.5$ to $x=1.5$~\AA, passing between a cation at positive $y$ and an anion at negative $y$. The highest image of the straight initial chain lies at 1.768~eV. After plain relaxation the highest image lies at 1.178~eV, with $x=-0.217$~\AA. The climber reaches $x=0$ and gives
\begin{equation}
E_m=1.259\ {\rm eV}=121.5\ {\rm kJ/mol}.
\end{equation}
With the unrounded output, the plain band is low by $1.2591-1.1775=0.0816$~eV, or about 0.082~eV. Equation~(\ref{eq:deficit}), with $\alpha=3.54$~eV/\AA$^2$ and the interstitial displacement as an estimate of $s$, predicts $\frac12(3.54)(0.217)^2=0.083$~eV. The missing energy is accounted for by the distance from the saddle.

The plane $x=0$ provides a test without a band. If $S$ denotes the mirror operation, $E(SR)=E(R)$ implies $\nabla E(SR)=S\nabla E(R)$. At a configuration with $SR=R$ the gradient is itself mirror-even. Minimizing among such configurations therefore makes the full gradient vanish. This search gives the same barrier to the printed digits, and its configuration differs from the climber by $5\times10^{-5}$~\AA.

At the saddle the interstitial is 1.765~\AA\ from the cation and 1.508~\AA\ from the anion. The three atoms lie on the mirror line, so the host pair is $1.765+1.508=3.273$~\AA\ apart, compared with 3.0~\AA\ in the perfect lattice. The barrier divides into
\begin{equation}
-0.194+0.356+1.097=1.259\ {\rm eV}
\end{equation}
from orbital energy, springs and repulsion. The orbital term lowers the barrier; it includes changed host bonds as well as bonds to the interstitial.

The path is not a simple arc. The interstitial has $y=0$ at the minima and $y=-0.128$~\AA\ at the saddle, but $y=-0.146$~\AA\ already at image 1. The climber, image 3, leaves three segments on its left and four on its right, which is why the image energies are not mirror images.

The empty interstitial level rises from 0.06~eV at the minimum to 0.11~eV at the saddle. The smallest gap between filled and empty levels on the band is 3.06~eV, so the images stay on one well-separated electronic state.

\subsection{One unstable vibration}

The 37 atoms have 74 in-plane coordinates and, without two translations, 72 vibrations. The minimum has no negative eigenvalue and the saddle has one, $\lambda=-0.3291$~eV/(\AA$^2$\,u). The unit factor $\sqrt{{\rm eV}/({\rm \AA}^2\,{\rm u})}/2\pi$ is 15.63~THz, so
\begin{equation}
\nu=i\sqrt{0.3291}\times15.63\ {\rm THz}=8.97i\ {\rm THz}.
\end{equation}
The lowest real frequency at the saddle is 3.90~THz, well separated from zero. Energy differences along the unstable mode reproduce $\lambda$ to better than one part in a thousand. The interstitial carries 97\% of the squared mass-weighted amplitude.

The band tangent has overlap 0.9997 with the unweighted unstable direction. With rigid translations removed, the smallest real part in the spectrum of $AH$ is 2.93~eV/\AA$^2$, so the climbing point is locally stable. Descent from its two sides reaches the two minima to within 0.005~\AA. The images lie within 0.018~\AA\ of the computed descent path, measured over all coordinates.

With 64 host atoms the barrier is 1.2545~eV instead of 1.2591~eV, a change of about 0.005~eV. This comparison indicates a small size effect for this model; it is not a bound on the remaining error.

\section{Failure modes and limits}

\begin{itemize}
\item \textbf{Intermediate minimum.} If the relaxed band contains a deep interior minimum, relax it and treat each hop separately. One climber finds one saddle.
\item \textbf{Wrong correspondence.} Exchanged atom labels or a coordinate wrapped across the cell describe another process. Check the displacements before interpolation.
\item \textbf{Imposed symmetry.} If every image has a common symmetry, the forces have it too and cannot break it. The climber may then stop at a point with further unstable modes. The Hessian reveals them; displace along the additional mode and relax again.
\item \textbf{Electronic crossing.} If the gap closes or the occupation changes, the energy may have a kink and the Hessian analysis fails. Follow the levels along the band. Another charge state has its own energy surface and needs its own calculation.
\item \textbf{Competing routes.} Start bands from different initial paths, including paths on which a host atom is replaced. The lowest saddle found is still only the lowest among those searched.
\end{itemize}

The count of one unstable mode in the example refers to motion in the plane; a three-dimensional crystal requires all three directions. The barrier is a static energy difference. Zero-point energy, thermal changes of the vibrations and tunnelling are not included, and a rate prediction must assess them separately.

The numerical output below lists the interstitial position and the energy for every image of the climbing band.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Host atoms: 36; host spacing: 3.0 Angstrom
Site energies: +/-3.0 eV; interstitial: 0 eV
Hopping prefactors, host and interstitial: 1.0, 0.5 eV
Hopping decay: 1.0 1/Angstrom
Host springs, first and second neighbours: 6.0, 3.0 eV/Angstrom^2
Repulsion prefactors, cation and anion: 0.4, 0.2 eV
Repulsion length, reference radius, cutoff: 0.3, 2.0, 8.0 Angstrom
Masses, cation, anion, interstitial: 40, 60, 10 u
Band spring: 3.0 eV/Angstrom^2
Gradient test, numerical and analytic: -0.113675, -0.113675 eV/Angstrom
Highest energy on straight chain: 1.7679 eV
Plain band highest image: 1.1775 eV at x = -0.217 Angstrom
Iterations, plain and climbing: 55, 72
Climbing band: image, x (Angstrom), y (Angstrom), energy (eV)
  0   -1.5000   -0.0000    0.0000
  1   -1.0168   -0.1455    0.2236
  2   -0.5087   -0.1370    0.8646
  3   -0.0000   -0.1277    1.2591
  4    0.3830   -0.1331    1.0204
  5    0.7656   -0.1445    0.5150
  6    1.1467   -0.1371    0.1169
  7    1.5000    0.0000    0.0000
Climbing image number: 3
Migration barrier: 1.2591 eV = 121.49 kJ/mol
Barrier from mirror-restricted search: 1.2591 eV
Distance between the two saddles: 0.00005 Angstrom
Largest true force component at saddle: 0.00012 eV/Angstrom
Barrier parts, orbital, spring, repulsion: -0.1944, 0.3563, 1.0972 eV
Cation and anion distances at minimum: 2.1583, 2.1216 Angstrom
Cation and anion distances at saddle: 1.7652, 1.5078 Angstrom
Highest filled and two lowest empty levels at minimum: -3.0000, 0.0616, 3.0000 eV
Highest filled and two lowest empty levels at saddle: -3.0000, 0.1136, 3.0000 eV
Smallest filled-empty gap on band: 3.0616 eV
Vibrations without translations: 72
Unstable modes, minimum and saddle: 0, 1
Unstable frequency: 8.9686 i THz
Lowest real frequency at saddle: 3.8951 THz
Lowest frequency at minimum: 3.8762 THz
Unstable curvature, Hessian and energies: -0.329118, -0.329096 eV/(Angstrom^2 u)
Interstitial share of unstable mode: 0.9659
Unweighted unstable curvature: -3.5395 eV/Angstrom^2
Tangent overlap with unstable direction: 0.9997
Smallest climbing decay coefficient: 2.9279 eV/Angstrom^2
Descent errors at left and right minima: 0.00432, 0.00432 Angstrom
Largest band distance from descent path: 0.0178 Angstrom
Barrier with 64 host atoms: 1.2545 eV
\end{verbatim}
